**Effective mass of the uniform electron gas with Yukawa exchange**

For the exchange interaction \(e^{-\kappa r}/r\), the program tests \(m/m^*=1+B(s)/(2\pi k_Fa_0)\) with \(B(s)=(1+s^2/2)\ln(1+4/s^2)-2\). Here \(k_F\) is the Fermi wavevector, \(\kappa\) the screening wavevector, \(s=\kappa/k_F\), \(a_0\) the Bohr radius, \(m\) the bare mass and \(m^*\) the mass from the band slope at \(k_F\). It asserts that finite differences of the real-space exchange integral agree with the closed-form Yukawa slope, and that the self-energy rises with \(k\) on a grid at \(s=0.5\). Coulomb slopes computed from chord lengths through the Fermi sphere are compared with the closed form on both sides of \(k_F\), and with the logarithmic law close to it. Further assertions cover the momentum-transfer integral, both limits of \(B\), the levelling-off of the slope near \(k_F\), the mass from a numerical band and the Thomas–Fermi value of \(\kappa\). At \(k_F=1\) Å\(^{-1}\) and \(\kappa=0.5\) Å\(^{-1}\), the output gives an exchange slope of 2.72 eV Å and \(m^*/m=0.737\). The Coulomb slope keeps growing as \(k\) approaches \(k_F\), while the Yukawa slope settles.

## Verification by program

```python
"""
Result under test: exchange-only effective mass of the uniform electron gas
with the interaction exp(-kappa r)/r,
    m/m* = 1 + B(s)/(2 pi kF a0),  B(s) = (1 + s^2/2) ln(1 + 4/s^2) - 2.
kF: Fermi wavevector; kappa: screening wavevector; s = kappa/kF;
a0: Bohr radius; m: bare electron mass; m*: mass from the slope at kF.
Sigma: exchange self-energy. In the scaled functions k is in units of kF and
Sigma in units of e^2 kF (Gaussian e^2), so dSigma/dk is a pure number.
The bare Coulomb interaction is the case s = 0.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import spherical_jn

mp.mp.dps = 30


def bracket(s):
    """B(s), the derived closed form at the Fermi surface."""
    return (1 + s**2 / 2) * np.log(1 + 4 / s**2) - 2


def slope_formula(k, s):
    """Derived closed form of dSigma/dk at any k."""
    a = (k**2 + 1 + s**2) / (2 * k)
    log_term = np.log(((k + 1)**2 + s**2) / ((k - 1)**2 + s**2))
    return (a * log_term - 2) / (2 * np.pi * k)


def sigma_real_space(k, s):
    """Sigma from the Fermi-sea density matrix times the Yukawa interaction."""
    nodes, weights = np.polynomial.legendre.leggauss(12)
    panels = int(np.ceil(40 / s))
    r = (np.arange(panels)[:, None] + (nodes + 1) / 2).ravel()
    w = np.tile(weights / 2, panels)
    f = np.exp(-s * r) * np.sin(k * r) / k * spherical_jn(1, r) / r
    return -2 / np.pi * np.sum(w * f)


def central_slope(function, k, h):
    """Fourth-order central difference."""
    return (8 * (function(k + h) - function(k - h))
            - (function(k + 2 * h) - function(k - 2 * h))) / (12 * h)


def sigma_bare_chords(k):
    """Bare Sigma: 1/q^2 cancels q^2 dq, leaving chords of the Fermi sphere."""
    k = mp.mpf(k)

    def root(mu):
        return mp.sqrt(abs(1 - k**2 + k**2 * mu**2))
    if k < 1:
        points = [0, mp.sqrt(1 - k**2), 1]
    else:
        edge = mp.sqrt(1 - 1 / k**2)
        points = [edge, min(2 * edge, (1 + edge) / 2), 1]
    return -2 / mp.pi * mp.quad(root, points)


def slope_transfer_integral(s):
    """Slope at kF as an integral over momentum transfer q."""
    value = quad(lambda q: q * (1 - q**2 / 2) / (q**2 + s**2), 0, 2,
                 points=[min(s, 1.0)], epsabs=1e-13, epsrel=1e-11,
                 limit=400)[0]
    return value / np.pi


# Yukawa slope: real-space definition against the closed form
for s in (0.2, 0.5, 1.5):
    for k in (0.6, 1.0, 1.4):
        numeric = central_slope(lambda x: sigma_real_space(x, s), k, 1e-3)
        assert abs(numeric - slope_formula(k, s)) < 1e-7

# Sigma rises with k, so the filled sphere holds the lowest levels
sigma_grid = [sigma_real_space(k, 0.5) for k in np.linspace(0.05, 3, 60)]
assert np.all(np.diff(sigma_grid) > 0)

# Bare slope on both sides of kF, and its logarithmic law close to kF
for delta in (1e-1, 1e-3, 1e-6):
    for side in (-1, 1):
        k = 1 + side * mp.mpf(delta)
        h = mp.mpf(delta) / 1000
        numeric = float((sigma_bare_chords(k + h)
                         - sigma_bare_chords(k - h)) / (2 * h))
        assert abs(numeric - slope_formula(float(k), 0.0)) < 1e-6
        if delta == 1e-6:
            law = (np.log(2 / delta) - 1) / np.pi
            assert abs(numeric - law) < 2e-5

# Momentum-transfer integral against B(s), and both limits of B(s)
for s in (0.01, 0.3, 1.0, 4.0):
    assert abs(slope_transfer_integral(s) - bracket(s) / (2 * np.pi)) < 1e-9
small_s, large_s = 1e-3, 30.0
small_law = (np.log(2 / small_s) - 1) / np.pi
large_law = 4 / (3 * np.pi * large_s**4)
assert abs(slope_transfer_integral(small_s) - small_law) < 1e-5
assert abs(slope_transfer_integral(large_s) / large_law - 1) < 0.01

# Levelling-off law near kF; neglected terms are of relative order |k-kF|/kF
for k in (0.98, 1.0, 1.02):
    s = 0.02
    numeric = central_slope(lambda x: sigma_real_space(x, s), k, 1e-3)
    law = (np.log(4 / ((k - 1)**2 + s**2)) - 2) / (2 * np.pi)
    assert abs(numeric / law - 1) < 0.03

# Worked example in eV and angstrom
ANG = 1e-10
a0 = const.physical_constants["Bohr radius"][0] / ANG
hbar2_over_m = const.hbar**2 / const.m_e / const.e / ANG**2
e2 = const.e / (4 * np.pi * const.epsilon_0) / ANG
kF, kappa = 1.0, 0.5
s_example = kappa / kF


def mass_ratio(s, kf):
    return 1 / (1 + bracket(s) / (2 * np.pi * kf * a0))


def band(k):
    """Band energy in eV for k in 1/angstrom, from the real-space Sigma."""
    return (hbar2_over_m * k**2 / 2
            + e2 * kF * sigma_real_space(k / kF, s_example))


mass_from_band = hbar2_over_m * kF / central_slope(band, kF, 1e-3)
assert abs(mass_from_band - mass_ratio(s_example, kF)) < 1e-6

# Thomas-Fermi screening: kappa^2 = 4 pi dn/dmu of the free gas
kf_au = kF * a0
mu = kf_au**2 / 2
density_au = lambda energy: (2 * energy)**1.5 / (3 * np.pi**2)
dn_dmu = central_slope(density_au, mu, 1e-3 * mu)
kappa_tf = np.sqrt(4 * kF / (np.pi * a0))
assert abs(np.sqrt(4 * np.pi * dn_dmu) / a0 - kappa_tf) < 1e-8

free_slope = hbar2_over_m * kF
exchange_slope = e2 * bracket(s_example) / (2 * np.pi)
print(f"Bohr radius a0 = {a0:.5f} angstrom")
print(f"hbar^2/m = {hbar2_over_m:.4f} eV angstrom^2")
print(f"e^2/(4 pi eps0) = {e2:.4f} eV angstrom")
print(f"kF = {kF:.2f} 1/angstrom, kappa = {kappa:.2f} 1/angstrom")
print(f"s = kappa/kF = {s_example:.2f}")
print(f"electron density = {kF**3 / (3 * np.pi**2):.5f} 1/angstrom^3")
print(f"1/(kF a0) = {1 / (kF * a0):.4f}")
print(f"B(s) = {bracket(s_example):.4f}")
print(f"dSigma/dk at kF, pure number = "
      f"{bracket(s_example) / (2 * np.pi):.4f}")
print(f"free slope at kF = {free_slope:.4f} eV angstrom")
print(f"exchange slope at kF = {exchange_slope:.4f} eV angstrom")
print(f"total slope at kF = {free_slope + exchange_slope:.4f} eV angstrom")
print(f"m*/m from formula = {mass_ratio(s_example, kF):.4f}")
print(f"m*/m from numerical band = {mass_from_band:.4f}")
print("Exchange slope below kF (eV angstrom): kF-k (1/angstrom), bare, Yukawa")
for delta in (1e-1, 1e-2, 1e-3, 1e-4, 1e-6):
    x = 1 - delta / kF
    print(f"  {delta:.0e}  {e2 * slope_formula(x, 0.0):8.4f}"
          f"  {e2 * slope_formula(x, s_example):8.4f}")
print(f"bare slope gain per factor 10 = {e2 * np.log(10) / np.pi:.4f} "
      "eV angstrom")
print("Mass at kF = 1 1/angstrom: s, B(s), m*/m")
for s in (0.0001, 0.01, 0.1, 0.25, 0.5, 1.0, 2.0, 4.0):
    print(f"  {s:.4f}  {bracket(s):8.4f}  {mass_ratio(s, kF):.4f}")
print(f"small-s law for B at s = 0.1: {2 * np.log(2 / 0.1) - 2:.4f}")
print(f"large-s law for B at s = 4: {8 / (3 * 4.0**4):.4f}")
print(f"m*/m at kF = {2 * kF:.2f} 1/angstrom, s = {s_example:.2f}: "
      f"{mass_ratio(s_example, 2 * kF):.4f}")
print(f"Thomas-Fermi kappa at kF = {kF:.2f} 1/angstrom: "
      f"{kappa_tf:.4f} 1/angstrom")
print(f"Thomas-Fermi s = {kappa_tf / kF:.4f}")
print(f"m*/m with Thomas-Fermi kappa = {mass_ratio(kappa_tf / kF, kF):.4f}")
print("PASS")
```

It prints:

```
Bohr radius a0 = 0.52918 angstrom
hbar^2/m = 7.6200 eV angstrom^2
e^2/(4 pi eps0) = 14.3996 eV angstrom
kF = 1.00 1/angstrom, kappa = 0.50 1/angstrom
s = kappa/kF = 0.50
electron density = 0.03377 1/angstrom^3
1/(kF a0) = 1.8897
B(s) = 1.1874
dSigma/dk at kF, pure number = 0.1890
free slope at kF = 7.6200 eV angstrom
exchange slope at kF = 2.7212 eV angstrom
total slope at kF = 10.3411 eV angstrom
m*/m from formula = 0.7369
m*/m from numerical band = 0.7369
Exchange slope below kF (eV angstrom): kF-k (1/angstrom), bare, Yukawa
  1e-01    9.9860    2.7690
  1e-02   19.8786    2.7316
  1e-03   30.2836    2.7223
  1e-04   40.8134    2.7213
  1e-06   61.9177    2.7212
bare slope gain per factor 10 = 10.5540 eV angstrom
Mass at kF = 1 1/angstrom: s, B(s), m*/m
  0.0001   17.8070  0.1573
  0.0100    8.5972  0.2789
  0.1000    4.0239  0.4524
  0.2500    2.3048  0.5906
  0.5000    1.1874  0.7369
  1.0000    0.4142  0.8892
  2.0000    0.0794  0.9767
  4.0000    0.0083  0.9975
small-s law for B at s = 0.1: 3.9915
large-s law for B at s = 4: 0.0104
m*/m at kF = 2.00 1/angstrom, s = 0.50: 0.8485
Thomas-Fermi kappa at kF = 1.00 1/angstrom: 1.5512 1/angstrom
Thomas-Fermi s = 1.5512
m*/m with Thomas-Fermi kappa = 0.9548
PASS
```
